# Dirac and ZORA levels of a one-electron ion with Z = 80

**Question**

I have an exercise on a one-electron ion with a point nucleus of charge $Z=80$. It asks me to show that the 1s energy is about $-3532$ hartree from the Dirac equation and about $-3899$ hartree from ZORA, the zeroth-order regular approximation. Then I must repeat this for 2s, 2p$_{1/2}$ and 2p$_{3/2}$.

I am stuck in two places. I do not know how to get the Dirac levels without copying a formula. For ZORA, the kinetic energy contains $c^2/(2c^2-V)$ with $V=-Z/r$, and I see no way to solve that by hand.

The target itself also looks suspicious. The nonrelativistic energy is $-Z^2/2=-3200$ hartree, which is *closer* to the Dirac value than the ZORA number is. How can a relativistic approximation do worse than no relativity at all? Is there a misprint?

**Answer**

There is no misprint. You need to solve the Dirac problem once; a change of length unit then turns each Dirac level into a ZORA level. The same relation explains why ZORA does so badly for 1s.

I use hartree atomic units, with $c=1/\alpha=137.036$, and subtract the rest energy $c^2$, so that bound levels have $E<0$. The nucleus is a fixed point charge. Its finite size, its recoil and the QED corrections are left out.

**1. From the Dirac equation to two radial equations**

With upper and lower two-component functions $\varphi$ and $\chi$, the Dirac equation reads

$$V\varphi+c\,\sigma\!\cdot\!p\,\chi=E\varphi,\qquad c\,\sigma\!\cdot\!p\,\varphi+(V-2c^2)\chi=E\chi .$$

To separate the angles, let $\sigma_r=\sigma\cdot\hat r$. Since $\sigma_r^2=1$,

$$\sigma\!\cdot\!p=\sigma_r(\sigma_r\,\sigma\!\cdot\!p)=\sigma_r\left(\hat r\!\cdot\!p+i\sigma\!\cdot(\hat r\times p)\right)=-i\sigma_r\left(\partial_r-\frac{\sigma\!\cdot\!L}{r}\right).$$

Let $\Omega_\kappa$ be the spin-angle functions with definite $j$ and $l$. From $\sigma\cdot L=J^2-L^2-\tfrac34$ we get $\sigma\cdot L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, where $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The operator $\sigma_r$ keeps $j$ and reverses parity, so it exchanges $\Omega_\kappa$ and $\Omega_{-\kappa}$. I choose phases so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Then

$$\sigma\!\cdot\!p\,\frac{P}{r}\Omega_\kappa=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\Omega_{-\kappa}.$$

Put $\varphi=(P/r)\Omega_\kappa$, $\chi=i(Q/r)\Omega_{-\kappa}$ and $W=2c^2+E$. The second Dirac equation gives the first line below. The first Dirac equation gives the second line, whose minus sign comes from $i\cdot i$:

$$P'+\frac{\kappa}{r}P=\frac1c\left(W+\frac Zr\right)Q,$$
$$Q'-\frac{\kappa}{r}Q=-\frac1c\left(E+\frac Zr\right)P .$$

Your states have $\kappa=-1$ (1s and 2s), $\kappa=+1$ (2p$_{1/2}$) and $\kappa=-2$ (2p$_{3/2}$).

**2. Solving them with a power series**

Far from the nucleus the $1/r$ terms drop out, leaving $P''=-(EW/c^2)P$. A bound state therefore decays as $e^{-\lambda r}$ with $\lambda^2=-EW/c^2$. Try

$$P=e^{-\lambda r}\sum_{k\ge0}a_kr^{\gamma+k},\qquad Q=e^{-\lambda r}\sum_{k\ge0}b_kr^{\gamma+k}.$$

Comparing the coefficients of $r^{\gamma+k-1}$ gives

$$(\gamma+k+\kappa)a_k-\frac Zc b_k=\lambda a_{k-1}+\frac Wc b_{k-1}\equiv X_{k-1},$$
$$(\gamma+k-\kappa)b_k+\frac Zc a_k=\lambda b_{k-1}-\frac Ec a_{k-1}=t\,X_{k-1},\qquad t=\frac{\lambda c}{W}.$$

The last equality holds because $tW/c=\lambda$ and $t\lambda=\lambda^2c/W=-E/c$.

For $k=0$ the right-hand sides are zero. A nonzero solution needs a vanishing determinant, $\gamma^2-\kappa^2+Z^2/c^2=0$, so

$$\gamma=\sqrt{\kappa^2-Z^2/c^2}.$$

The negative root is rejected: here $\gamma>\frac12$, so $r^{-2\gamma}$ could not be integrated at the origin. A real and positive $\gamma$ for $|\kappa|=1$ requires $Z<c$.

For large $k$ the recursions become $a_k\approx X_{k-1}/k$ and $b_k\approx tX_{k-1}/k$. Hence $X_k=\lambda a_k+Wb_k/c\approx2\lambda X_{k-1}/k$. These are the coefficient ratios of $e^{2\lambda r}$, which would overwhelm the factor $e^{-\lambda r}$. A bound state therefore needs $X_N=0$ for some $N$. All later coefficients then vanish, because the determinant for $k>0$ is $(\gamma+k)^2-\gamma^2\neq0$.

The condition $X_N=0$ means $b_N=-t\,a_N$. Insert this into the two recursions at $k=N$:

$$\left[\gamma+N+\kappa+\frac{Zt}{c}\right]a_N=X_{N-1},\qquad \left[\frac Zc-(\gamma+N-\kappa)t\right]a_N=tX_{N-1}.$$

Subtract $t$ times the first from the second. The terms in $\kappa$ cancel:

$$\frac Zc(1-t^2)=2t(\gamma+N).$$

Now $t^2=\lambda^2c^2/W^2=-E/W$, so $1-t^2=(W+E)/W=2(c^2+E)/W$. Multiplying by $W/2$ and then by $c$ gives

$$Z(c^2+E)=\lambda c^2(\gamma+N).$$

Write $\varepsilon=(c^2+E)/c^2$. Then $\lambda^2=-E(2c^2+E)/c^2=c^2(1-\varepsilon^2)$, and squaring $Z\varepsilon=\lambda(\gamma+N)$ yields $Z^2\varepsilon^2=c^2(\gamma+N)^2(1-\varepsilon^2)$. Since $\lambda>0$ forces $\varepsilon>0$,

$$\boxed{E_D=c^2(\varepsilon-1),\qquad \varepsilon=\left[1+\frac{Z^2}{c^2(\gamma+N)^2}\right]^{-1/2}}$$

The case $N=0$ needs care. There $X_{-1}=0$, so the first bracket must vanish by itself: $\gamma+\kappa+Zt/c=0$. As $\gamma<|\kappa|$, this is possible for negative $\kappa$ and impossible for positive $\kappa$. The principal quantum number is $n=N+|\kappa|$, so 1s and 2p$_{3/2}$ have $N=0$, while 2s and 2p$_{1/2}$ have $N=1$.

**3. The Dirac numbers**

Here $Z/c=0.583788$ and $c^2=18778.865$ hartree.

*1s.* $\gamma=\sqrt{1-0.583788^2}=0.811906$. Since $\gamma^2+Z^2/c^2=1$, the formula reduces to $\varepsilon=\gamma$, and

$$E_D=18778.865\,(0.811906-1)=-3532.2\ \text{hartree}.$$

*2s and 2p$_{1/2}$.* Both have $|\kappa|=1$ and $N=1$, hence the same energy. With $\gamma+N=1.811906$,

$$\varepsilon=\left[1+(0.583788/1.811906)^2\right]^{-1/2}=0.951816,\qquad E_D=-904.8\ \text{hartree}.$$

*2p$_{3/2}$.* $\gamma=\sqrt{4-0.583788^2}=1.912901$ and $N=0$, so $\varepsilon=0.956451$ and $E_D=-817.8$ hartree.

**4. What ZORA changes**

Solve the second Dirac equation for the lower component, $\chi=c\,\sigma\cdot p\,\varphi/(2c^2+E-V)$, and insert it into the first:

$$\left[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2+E-V}\,\sigma\!\cdot\!p\right]\varphi=E\varphi .$$

Nothing has been approximated yet. The awkward feature is that $E$ also appears inside the operator. ZORA drops it there:

$$\left[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p\right]\varphi_Z=E_Z\varphi_Z .$$

The neglected $E$ is compared with $2c^2-V=2c^2+Z/r$. Close to the nucleus $Z/r$ is huge and the neglect is harmless. Far out, the ratio rises to $|E|/2c^2$, which is $3532/37558$, or about 9 percent, for 1s.

The sign of the error follows at once. Since $E<0$, dropping it enlarges the denominator and lowers the kinetic energy of every trial function. By the variational principle, applied within each $\kappa$, the ZORA levels lie below the Dirac levels.

**5. Changing the length unit**

Put both equations into one family,

$$h(a)=V+\sigma\!\cdot\!p\,\frac{c^2}{a-V}\,\sigma\!\cdot\!p,\qquad h(a)\varphi=e(a)\varphi .$$

For a given state, ZORA has $E_Z=e(2c^2)$, while the Dirac energy satisfies $E_D=e(2c^2+E_D)$.

Now set $r=s\,r'$ with $s>0$. Then $p=p'/s$ and, because the potential is purely Coulombic, $V(r)=V(r')/s$. The kinetic term becomes

$$\frac1{s^2}\,\sigma\!\cdot\!p'\,\frac{c^2}{a-V(r')/s}\,\sigma\!\cdot\!p'=\frac1s\,\sigma\!\cdot\!p'\,\frac{c^2}{sa-V(r')}\,\sigma\!\cdot\!p' .$$

Both parts of $h(a)$ now carry a factor $1/s$. Multiplying the eigenvalue equation by $s$ leaves $h(sa)$ on the left and $s\,e(a)$ on the right, so

$$e(sa)=s\,e(a).$$

Stretching the length axis changes neither $\kappa$ nor the number of nodes, so both sides belong to the same state. The eigenvalue is thus proportional to $a$:

$$e(a)=\frac{a}{2c^2}E_Z .$$

Set $a=2c^2+E_D$, which is positive because it equals $c^2(1+\varepsilon)$. The left side is then $E_D$:

$$E_D=\left(1+\frac{E_D}{2c^2}\right)E_Z\quad\Longrightarrow\quad\boxed{E_Z=\frac{2c^2E_D}{2c^2+E_D}=s\,E_D,\quad s=\frac{2c^2}{2c^2+E_D}}$$

You never have to solve the ZORA equation separately. The same change of variable gives its orbital, $\varphi_Z(r)\propto\varphi_D(sr)$: the upper Dirac component, pulled inward by the factor $s>1$. For 1s the mean radius of this component falls from 0.01640 to 0.01486 bohr, a ratio of 1.104.

**6. The ZORA numbers**

With $2c^2=37557.73$ hartree, the 1s level has

$$s=\frac{37557.73}{37557.73-3532.19}=1.10381,\qquad E_Z=1.10381\times(-3532.19)=-3898.9\ \text{hartree}.$$

For 2s and 2p$_{1/2}$, $s=1.024687$ gives $E_Z=-927.2$ hartree. For 2p$_{3/2}$, $s=1.022259$ gives $E_Z=-836.0$ hartree.

| State | Dirac (hartree) | ZORA (hartree) | Dirac (keV) | ZORA (keV) |
|---|---|---|---|---|
| 1s | −3532.2 | −3898.9 | −96.12 | −106.09 |
| 2s | −904.8 | −927.2 | −24.62 | −25.23 |
| 2p$_{1/2}$ | −904.8 | −927.2 | −24.62 | −25.23 |
| 2p$_{3/2}$ | −817.8 | −836.0 | −22.25 | −22.75 |

The 2s and 2p$_{1/2}$ levels stay degenerate in ZORA because $E_Z$ depends on the state through $E_D$ alone. The numerical check diagonalizes the radial operators directly, making $E$ self-consistent in the Dirac case, and reproduces these levels.

**7. Why the nonrelativistic 1s energy is closer**

The ZORA error is

$$E_Z-E_D=\frac{2c^2E_D-E_D(2c^2+E_D)}{2c^2+E_D}=-\frac{E_D^2}{2c^2+E_D}.$$

For small $Z/c$ we may put $E_D\approx-Z^2/2n^2$ here, so the leading error is $-Z^4/(8n^4c^2)$.

Compare this with the relativistic shift itself. To the order needed, $\gamma\approx|\kappa|-Z^2/(2c^2|\kappa|)$, hence

$$\frac1{(\gamma+N)^2}\approx\frac1{n^2}\left(1+\frac{Z^2}{c^2n|\kappa|}\right).$$

Expanding the inverse square root, $(1+x)^{-1/2}\approx1-\frac x2+\frac38x^2$, gives

$$E_D\approx-\frac{Z^2}{2n^2}-\frac{Z^4}{2n^4c^2}\left(\frac n{|\kappa|}-\frac34\right).$$

For $N=0$ we have $n=|\kappa|$, and the shift is $-Z^4/(8n^4c^2)$, the same as the leading ZORA error. For such states ZORA therefore lowers the nonrelativistic energy by about twice the correct amount. At this order it ends as far below the Dirac level as the nonrelativistic energy lies above it.

At $Z=80$ the higher orders decide the contest, slightly against ZORA:

- For 1s, the nonrelativistic energy is 332 hartree too high and ZORA is 367 hartree too low.
- For 2p$_{3/2}$, the errors are 17.8 hartree upward and 18.2 hartree downward.

For 2s and 2p$_{1/2}$, $n/|\kappa|=2$, so the leading relativistic shift is five times the leading ZORA error. There ZORA is a clear improvement: it is 22 hartree too low, whereas the nonrelativistic value of $-800$ hartree is 105 hartree too high.

So your observation is correct for the $N=0$ levels, 1s and 2p$_{3/2}$, though not for 2s and 2p$_{1/2}$. It does not mean that ZORA lacks the relativistic structure. The nonrelativistic model gives no 2p splitting at all. Dirac gives 87.0 hartree and ZORA gives 91.2 hartree, which is 4.7 percent too large.

That percentage also follows from the boxed relation. For two levels $A$ and $B$,

$$E_Z^A-E_Z^B=2c^2\,\frac{E_D^A(2c^2+E_D^B)-E_D^B(2c^2+E_D^A)}{(2c^2+E_D^A)(2c^2+E_D^B)}=s_As_B\,(E_D^A-E_D^B),$$

because the products $E_D^AE_D^B$ cancel. For the 2p pair, $s_As_B=1.024687\times1.022259=1.0475$. Taking a difference therefore does not remove the error: the relative errors of the two levels compound. Between 1s and 2p$_{3/2}$ the factor is $1.103810\times1.022259=1.12838$, which turns the Dirac gap of 2714.4 hartree into 3062.9 hartree.

**8. Repairing the energy**

For the potential $V=-Z/r$, the error can be removed exactly using only the ZORA energy and orbital. Normalize $\varphi_Z$ to one and build the lower component that goes with it, $\chi_Z=c\,\sigma\cdot p\,\varphi_Z/(2c^2-V)$. Its squared norm is

$$I=\langle\chi_Z|\chi_Z\rangle=\left\langle\varphi_Z\left|\sigma\!\cdot\!p\,\frac{c^2}{(2c^2-V)^2}\,\sigma\!\cdot\!p\right|\varphi_Z\right\rangle .$$

This is minus the expectation value of $\partial h/\partial a$ at $a=2c^2$. For a normalized eigenfunction, the terms from the change of $\varphi$ add up to $e\,\partial\langle\varphi|\varphi\rangle/\partial a=0$, so that expectation value is $de/da$ (the Hellmann–Feynman theorem). Since $e(a)=aE_Z/2c^2$,

$$I=-\frac{E_Z}{2c^2}=-\frac{E_D}{2c^2+E_D}=s-1,\qquad \frac{E_Z}{1+I}=\frac{E_Z}{s}=E_D .$$

The quotient $E_Z/(1+I)$ is called the scaled ZORA energy. For 1s, $I=0.10381$ and $-3898.87/1.10381=-3532.2$ hartree. The divisor $1+I$ is the squared norm of $\varphi_Z$ and $\chi_Z$ together. The quotient equals the Dirac energy exactly whenever $e(a)$ is a straight line in $a$: then $e(a)=E_Z-I\,(a-2c^2)$, and $a=2c^2+E_D$ gives $E_D=E_Z-IE_D$. Here $e(a)$ is proportional to $a$, which was derived for a pure Coulomb potential.

**9. Where the relation stops working**

The step $V(sr)=V(r)/s$ is essential. A screened potential or an extended nucleus does not obey it, so the derivation does not carry over to them.

Even a constant shows the problem. Replace $V$ by $V+C$, with $C<2c^2$. The Dirac energy moves by $C$. The ZORA operator becomes $C+h(2c^2-C)$, with eigenvalue

$$C+\left(1-\frac C{2c^2}\right)E_Z=E_Z+C\left(1-\frac{E_Z}{2c^2}\right)=E_Z+sC .$$

The ZORA 1s level thus moves by $1.104\,C$ instead of $C$. The scaled energy is not affected by this defect: the eigenvalue $C+e(a-C)$ is still a straight line in $a$ with the same slope, so $1+I=s$ and $(E_Z+sC)/s=E_D+C$. The value $-3899$ hartree therefore belongs to the convention that $V$ vanishes at infinity, which your exercise assumes when it writes $V=-Z/r$.

## Computed results

```
Z = 80, c = 137.035999 a.u., Z/c = 0.583788
c^2 = 18778.865 hartree, 2c^2 = 37557.730 hartree
1 hartree = 0.02721139 keV
--- 1s: kappa = -1, N = 0
gamma = 0.811906, gamma+N = 0.811906
(c^2+E_D)/c^2 = 0.811906, lambda = 80.0000 1/bohr
nonrelativistic energy = -3200.00 hartree
Dirac: formula -3532.1921, numerical -3532.1921 hartree
ZORA: formula -3898.8691, numerical -3898.8691 hartree
Dirac -96.116 keV, ZORA -106.094 keV
s = 1.103810, ZORA-Dirac = -366.6770 hartree
overbinding = 10.381 percent
integral I = 0.103810, scaled ZORA = -3532.1921 hartree
<r> large comp.: Dirac 0.016399, ZORA 0.014857 bohr
--- 2s: kappa = -1, N = 1
gamma = 0.811906, gamma+N = 1.811906
(c^2+E_D)/c^2 = 0.951816, lambda = 42.0249 1/bohr
nonrelativistic energy = -800.00 hartree
Dirac: formula -904.8478, numerical -904.8478 hartree
ZORA: formula -927.1857, numerical -927.1857 hartree
Dirac -24.622 keV, ZORA -25.230 keV
s = 1.024687, ZORA-Dirac = -22.3379 hartree
overbinding = 2.469 percent
integral I = 0.024687, scaled ZORA = -904.8478 hartree
<r> large comp.: Dirac 0.065764, ZORA 0.064179 bohr
--- 2p1/2: kappa = 1, N = 1
gamma = 0.811906, gamma+N = 1.811906
(c^2+E_D)/c^2 = 0.951816, lambda = 42.0249 1/bohr
nonrelativistic energy = -800.00 hartree
Dirac: formula -904.8478, numerical -904.8478 hartree
ZORA: formula -927.1857, numerical -927.1857 hartree
Dirac -24.622 keV, ZORA -25.230 keV
s = 1.024687, ZORA-Dirac = -22.3379 hartree
overbinding = 2.469 percent
integral I = 0.024687, scaled ZORA = -904.8478 hartree
<r> large comp.: Dirac 0.053264, ZORA 0.051981 bohr
--- 2p3/2: kappa = -2, N = 0
gamma = 1.912901, gamma+N = 1.912901
(c^2+E_D)/c^2 = 0.956451, lambda = 40.0000 1/bohr
nonrelativistic energy = -800.00 hartree
Dirac: formula -817.8075, numerical -817.8075 hartree
ZORA: formula -836.0114, numerical -836.0114 hartree
Dirac -22.254 keV, ZORA -22.749 keV
s = 1.022259, ZORA-Dirac = -18.2039 hartree
overbinding = 2.226 percent
integral I = 0.022259, scaled ZORA = -817.8075 hartree
<r> large comp.: Dirac 0.060323, ZORA 0.059009 bohr
--- comparisons
series at E = -3000 hartree, k = 400:
k a_k/(2 lambda a_(k-1)) = 0.9957
Dirac: 2p splitting 87.0403, 1s-2p3/2 gap 2714.3846 hartree
ZORA: 2p splitting 91.1743, 1s-2p3/2 gap 3062.8577 hartree
```
